# Sidewall dose from beam divergence at zero tilt

**Question.** An ion beam is aimed straight down at a wafer that carries vertical-walled fins. Its mean tilt is zero, but its directions are spread: in the plane perpendicular to a fin wall, the angle has a Gaussian distribution with a standard deviation of 0.5 degree. What dose strikes one sidewall, as a fraction of the dose on a horizontal surface? How does it scale, and when does beam divergence really set the sidewall dose?

**Answer.** A perfectly parallel vertical beam would miss the wall. With divergence, about half the ions lean toward it, and the dose depends on how far they lean.

### From directions to dose

Let \(z\) point down into the wafer and \(x\) point horizontally into the wall. An ion with velocity \((v_x,v_y,v_z)\) has the projected angle \(\theta\), defined by

\[
\tan\theta=\frac{v_x}{v_z}.
\]

Dose means ions striking unit area of the surface concerned, whether or not they stay there. Consider the ions of one velocity, with number density \(n_v\). In unit time, \(n_vv_z\) of them cross unit horizontal area. If \(v_x>0\), \(n_vv_x\) of them strike unit wall area. Their ratio is \(v_x/v_z=\tan\theta\); the velocity \(v_y\) along the wall drops out. Ions with \(\theta<0\) move away from this wall and contribute nothing.

Let \(g(\theta)\) be the angular distribution of ions crossing a horizontal plane,

\[
g(\theta)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-\theta^2/2\sigma^2},
\]

with \(\sigma\) in radians. If nothing shadows the wall, the ratio of sidewall dose to horizontal dose is

\[
R=\int_0^{\infty}\tan\theta\,g(\theta)\,d\theta .
\]

The Gaussian is understood to be cut off well below 90 degrees, where the tangent diverges; for a narrow beam the discarded weight is negligible. At small angles \(\tan\theta\approx\theta\). Since \(dg/d\theta=-\theta g/\sigma^2\), the function \(-\sigma^2g\) is an antiderivative of \(\theta g\). Hence

\[
R\approx\int_0^\infty\theta g\,d\theta
=\left[-\sigma^2g\right]_0^\infty
=\sigma^2g(0)=\frac{\sigma}{\sqrt{2\pi}} .
\]

The given spread is \(\sigma=0.0087266\) rad, so

\[
R=0.39894\times0.0087266=0.00348,
\]

or about **0.35 percent of the horizontal dose on each sidewall**. Two opposite walls of a fin each receive this amount.

The next term of the tangent, \(\theta^3/3\), gives the error of the small-angle step. With \(u=\theta^2/2\sigma^2\), we have \(\theta^3d\theta=2\sigma^4u\,du\), and therefore

\[
\int_0^\infty\frac{\theta^3}{3}g\,d\theta
=\frac{2\sigma^4}{3\sigma\sqrt{2\pi}}\int_0^\infty ue^{-u}du
=\frac{\sigma}{\sqrt{2\pi}}\,\frac{2\sigma^2}{3}.
\]

Relative to the leading result this is \(2\sigma^2/3\approx5\times10^{-5}\). The uncertainty lies in the beam and the wall, not in the expansion.

### Scaling and beam shape

In this unshadowed regime, \(R\) is proportional to \(\sigma\): doubling the divergence doubles the sidewall dose. It does not depend on wall height. The number of ions caught per unit length of wall does grow with the height \(H\), as \(DRH\), where \(D\) is the horizontal dose.

The coefficient depends on the shape of the distribution. For any narrow distribution with zero mean, the positive and negative parts of \(\theta\) balance, so

\[
R\approx\tfrac12\langle|\theta|\rangle .
\]

The mean absolute angle is thus the relevant measure of divergence. Since \(\langle|\theta|\rangle\le\sqrt{\langle\theta^2\rangle}=\sigma\), the small-angle ratio cannot exceed \(\sigma/2\). As a second case, take a uniform distribution with the same standard deviation. Its variance is one third of the square of its half-range, so the half-range is \(\sqrt3\,\sigma\), and

\[
R_{\rm uniform}\approx\int_0^{\sqrt3\sigma}\frac{\theta\,d\theta}{2\sqrt3\,\sigma}
=\frac{\sqrt3}{4}\sigma .
\]

This gives 0.38 percent, about 9 percent above the Gaussian value in relative terms. At fixed standard deviation, this change of shape moves the answer only modestly.

### A fin as an example

Take an arsenic implant into silicon fins, with an energy of 10000 eV and a horizontal dose of \(1.0\times10^{15}\ {\rm cm^{-2}}\). The fins are 50 nm high and 10 nm wide, with gaps of 30 nm. The dose striking one wall is

\[
0.00348\times1.0\times10^{15}
=3.48\times10^{12}\ {\rm cm^{-2}} .
\]

If both walls retained everything that struck them, the mean concentration across the fin from this source would be

\[
\frac{2\times3.48\times10^{12}\ {\rm cm^{-2}}}{10^{-6}\ {\rm cm}}
\approx7\times10^{18}\ {\rm cm^{-3}},
\]

where \(10^{-6}\) cm is the fin width. A small fraction of a heavy dose can therefore be a substantial doping level.

It is still a small number of ions. A wall segment 20 nm long and 50 nm high has an area of \(10^{-11}\ {\rm cm^2}\) and is struck on average by 35 ions. If arrivals are independent, the standard deviation of that count is \(1/\sqrt{34.8}\), or 17 percent, of its mean.

### Tilt and taper

Suppose the beam's mean direction leans toward the wall by a small angle \(\mu\), with \(\theta\) now measured from that mean. The angle to the wall is \(\theta+\mu\), and ions strike it when \(\theta>-\mu\):

\[
R(\mu)\approx\int_{-\mu}^{\infty}(\theta+\mu)g(\theta)\,d\theta .
\]

The first term integrates to \(\sigma^2g(\mu)\), by the antiderivative used above and the symmetry of \(g\). The second is \(\mu\) times the probability that \(\theta>-\mu\). With \(\varphi\) and \(P\) denoting the standard normal density and cumulative function,

\[
R(\mu)\approx\sigma\,\varphi(\mu/\sigma)+\mu\,P(\mu/\sigma).
\]

The same formula describes a vertical beam on a wall that widens toward its foot with taper \(\mu\). The flux ratio per unit wall area is then \(\tan\theta\cos\mu+\sin\mu\), which is again \(\theta+\mu\) at small angles. There is one difference: beam tilt favours one wall of a fin over the other, whereas symmetric taper exposes both.

Using \(\varphi'(t)=-t\varphi(t)\), the derivative is

\[
\frac{dR}{d\mu}
=-\frac{\mu}{\sigma}\varphi+P+\frac{\mu}{\sigma}\varphi
=P(\mu/\sigma).
\]

At zero tilt the slope is \(1/2\), because half the ions are heading for the wall. A tilt error of 0.1 degree changes the ratio to 0.44 percent on the favoured wall and 0.27 percent on the other. An error of one fifth of the beam's standard deviation thus makes the two walls clearly unequal.

For \(\mu\gg\sigma\), \(P\to1\) and \(\varphi\to0\), so \(R\to\mu\): the wall simply presents its projected area to the beam, and divergence hardly matters. This limit is nearly reached at a taper of 1 degree, where \(R=1.75\) percent, five times the vertical-wall value.

The corresponding lengths show why. The vertical wall catches as many ions per unit length as a horizontal ledge of width

\[
RH=0.00348\times50\ {\rm nm}=0.17\ {\rm nm}.
\]

A 1 degree taper moves the foot outward by 0.87 nm relative to the top. The divergence estimate therefore describes the dose on a wall only if its profile is vertical to much better than the beam spread.

### When the gap shadows the wall

Let the gap have width \(w\), and count first impacts only, leaving out ions that have already been reflected from a wall. A ray reaching the wall at depth \(z\) entered at a horizontal distance \(z\tan\theta\) from that wall. It must have passed through the opening, so \(z\tan\theta<w\). The largest admitted angle is \(\theta_m=\arctan(w/z)\), and the integral stops there:

\[
R(z)\approx\left[-\sigma^2g\right]_0^{\theta_m}
=\frac{\sigma}{\sqrt{2\pi}}
\left(1-e^{-\theta_m^2/2\sigma^2}\right).
\]

At the foot of the 50 nm fin, \(\theta_m=31\) degrees, some sixty standard deviations, and shadowing is negligible. In a trench 3000 nm deep with the same 30 nm gap, \(\theta_m=0.573\) degree. The exponent is \((0.573/0.5)^2/2=0.66\), leaving 48 percent of the unshadowed dose, or \(R=0.17\) percent at the foot.

The crossover depth is of order \(w/\sigma\). Far below it, \(\theta_m\approx w/z\ll\sigma\), and expanding the exponential gives

\[
R(z)\approx\frac{\sigma}{\sqrt{2\pi}}\frac{w^2}{2\sigma^2z^2}
=\frac{w^2}{2\sqrt{2\pi}\,\sigma z^2}.
\]

The dependence on divergence has reversed. A broader beam now puts fewer ions into the narrow range of angles that can reach this depth.

### Does the wall keep these ions?

The estimate counts impacts. At one standard deviation, the energy of motion toward the wall is

\[
E\sin^2\sigma\approx10000\ {\rm eV}\times(0.0087266)^2=0.76\ {\rm eV}.
\]

Compare this with the repulsion of a smooth atomic plane. In atomic units, take the universal screened potential between nuclei of charges \(Z_1\) and \(Z_2\),

\[
V(r)=\frac{Z_1Z_2}{r}\sum_i c_i e^{-d_i r/a},\qquad
a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}},
\]

with \(c_i=(0.18175,\,0.50986,\,0.28022,\,0.028171)\) and \(d_i=(3.1998,\,0.94229,\,0.4029,\,0.20162)\). Smear the plane's atoms into a uniform areal density \(n\). At distance \(y\) from the plane, \(r^2=y^2+\rho^2\), so \(\rho\,d\rho=r\,dr\), and

\[
U(y)=2\pi n\int_y^\infty rV(r)\,dr
=2\pi nZ_1Z_2a\sum_i\frac{c_i}{d_i}e^{-d_i y/a}.
\]

For arsenic, \(Z_1=33\), facing a silicon (100) plane, \(Z_2=14\), the atoms form a square net of side \(0.5431/\sqrt2\) nm. The smeared barrier is then \(U(0)=468\) eV, far above 0.76 eV, and the ion turns back at \(y=0.24\) nm. Smearing overstates the barrier for an ion moving along atomic rows. A vertical beam on a (100) wall of a (001) wafer follows the [001] rows, and midway between them the row-averaged potential in the plane is only about 17 eV. That is still far above 0.76 eV.

Smearing the atoms might hide close collisions, so the ion's path was also integrated numerically, by the velocity Verlet method, over discrete atoms held fixed. The ion approached at 0.5 degree, with its motion along the surface at 20 degrees to an atomic row. It turned at the same distance and left at 0.50 degree. That azimuth is not the one of a vertical beam. Along the [001] rows, motion in the row-averaged potential gives nearly the same result: a turning distance of 0.23 to 0.24 nm and an exit angle of 0.49 to 0.50 degree, depending on lateral position.

In this purely repulsive model, an ideally smooth wall reflects such an ion toward the trench floor. The path within 0.1 nm of closest approach is 39 nm long, however, comparable with the wall height, so a real wall need not offer a long enough smooth stretch. At 0.5 degree an ion moves only 0.44 nm sideways over the 50 nm height, and about half of the ions counted in \(R\) pass the top of the fin already closer than 0.24 nm to the wall plane. These ions meet the top edge rather than an extended wall, so for so short a wall the geometric count is itself only a rough measure. The calculation omits surface attraction, electronic energy loss, thermal motion, oxide and roughness. The first omission is not small. A distance of 0.24 nm is about a silicon–arsenic bond length. There the universal potential gives a pair repulsion of 1.4 eV, whereas a density-functional (PBE) calculation binds the neutral pair by about 3 eV, and the static image attraction of a singly charged ion is of order 1 eV. Both exceed 0.76 eV, so the turning distance and path length above belong to the repulsive model, not to a real surface. It also assumes an intact crystal, whereas the example's dose is likely to make the upper part of the fin amorphous, leaving no regular atomic planes there. The calculation gives no retained fraction; it shows that 0.35 percent should not be read as one.

### Beside a real fin process

The implant energy, dose, fin dimensions and beam spread used here are rough typical values. The result is sensitive to the assumption of a vertical wall: as shown above, a 1 degree taper raises the incident dose fivefold.

Scattering inside the solid can matter as well. If a fin top of width \(W\) is exposed, ions entering it may leave through its side and strike the facing fin. Suppose their final lateral displacement is Gaussian with standard deviation \(s\). An ion entering at distance \(u\) from the side ends beyond it with probability \(1-P(u/s)\). Integrating by parts, the equivalent width of fin top that loses its ions through one side is

\[
\int_0^W\left[1-P(u/s)\right]du
=W\left[1-P(W/s)\right]+s\left[\varphi(0)-\varphi(W/s)\right].
\]

For \(W=10\) nm and a rough straggle \(s=3\) nm, this is 1.2 nm. If all these ions struck the facing wall, their average dose would be \(1.196/50\), or 2.4 percent of the horizontal dose, about seven times the divergence contribution. This is a rough size and probably too high, since many of the escaping ions, still moving downward, would reach the floor instead. Using final positions errs the other way: it misses ions that cross the side but would have scattered back in a continuous solid. The dose on the facing wall could well be about half as large, which would still exceed the divergence contribution. Sputtering and redeposition are not included.

For these fins, then, divergence alone sends about 0.35 percent of the horizontal dose onto each ideal vertical wall. Attributing a measured sidewall dose to it would require taper, tilt and scattering to be controlled at that level, and the retained fraction to be known.
